# From Reaction-Limited to Diffusion-Limited Lithiation of a Planar Amorphous-Silicon Film

**Q.** You say that a lithiation front in amorphous silicon first moves at constant speed and later slows down because lithium must diffuse to it. Before I accept any of that, what exactly is moving, and through what?

**A.** Take a flat silicon film on a rigid substrate, lithiated from its outer face. A lithiated layer grows inward, and a sharp front separates it from silicon that holds no lithium. The sharp front is an assumption. If lithium is already spread through the film, what follows does not apply.

Two lengths are needed because the material swells. Let \(s\) be the thickness of silicon consumed and \(h\) the present thickness of the layer made from it. The substrate prevents sideways expansion, so all swelling goes into thickness:
\[
h=\beta s .
\]
I take the swelling ratio \(\beta\) as constant. The composition \(x\) is the number of Li atoms per Si atom, and \(c_{\rm Si}\) is the amount of Si per volume of pristine film. In the swollen layer the same Si atoms fill \(\beta\) times the volume, so the lithium concentration there is \(c_{\rm Si}x/\beta\).

**Q.** What drives the lithium inward?

**A.** A difference of composition. The electrode is held at constant potential, which fixes a composition \(x_0\) at the outer face, provided that exchange with the electrolyte is fast. At the front there is another special composition, \(x_e\), at which the model treats the lithiated phase as being in equilibrium with pristine silicon. This is an assumption: silicon that holds strictly no lithium cannot be in true equilibrium with a lithiated phase, so \(x_e\) is best read as the composition at which the front stops. With a finite reaction rate constant, a front that sat at \(x_e\) would not move. The whole driving force is therefore \(x_0-x_e\), and its relative size is
\[
S=\frac{x_0-x_e}{x_e}.
\]
I assume \(S\ll1\). The actual composition on the lithiated side of the front, \(x_i\), lies between \(x_e\) and \(x_0\) and has to be found.

**Q.** Then write the two fluxes, and tell me relative to what they are measured. The layer is swelling, after all.

**A.** They are measured relative to the Si atoms, in moles per area and time, and counted positive inward. Let \(y\) be the distance from the outer face. With constant \(\beta\), a Si atom already in the layer keeps its \(y\), because the layer grows by adding material at its inner end. Diffusion then needs no extra drift term:
\[
J=-D\,\frac{c_{\rm Si}}{\beta}\,\frac{\partial x}{\partial y}.
\]
If the flux is the same at every depth, \(x\) falls linearly from \(x_0\) to \(x_i\) over the distance \(h\), and
\[
J_{\rm diff}=\frac{c_{\rm Si}}{\beta}\,D\,\frac{x_0-x_i}{h}.
\]
At the front I use a linear rate law with rate constant \(k\), which has the dimension of a speed:
\[
J_{\rm reac}=\frac{c_{\rm Si}}{\beta}\,k\,(x_i-x_e).
\]
The linear form holds when the chemical-potential difference that drives the reaction is small compared with \(RT\). That is a condition separate from \(S\ll1\), since the chemical potential may vary steeply with composition. For a real film it has to be checked against the equilibrium voltage as a function of composition. I also take \(D\) and \(k\) as constant and leave out changes of stress.

**Q.** Why may you set them equal? Some lithium could stay in the layer instead of reaching the front.

**A.** Some does, but little. Converting one Si atom at the front takes at least \(x_e\) lithium atoms. The excess that the layer can store per Si atom is at most \(x_0-x_e=Sx_e\). Storage is thus a correction of relative order \(S\), and to leading order what enters must arrive and react. Setting \(J_{\rm diff}=J_{\rm reac}\) and cancelling \(c_{\rm Si}/\beta\) gives
\[
\frac{D}{h}(x_0-x_i)=k(x_i-x_e).
\]
Write \(x_0-x_i=(x_0-x_e)-(x_i-x_e)\) and collect the terms in \(x_i-x_e\):
\[
\frac{D}{h}(x_0-x_e)=\left(k+\frac{D}{h}\right)(x_i-x_e).
\]
Multiplication by \(h/D\) then gives the share of the driving force left at the front,
\[
\theta_i\equiv\frac{x_i-x_e}{x_0-x_e}=\frac{1}{1+kh/D}.
\]
Putting this into the reaction flux yields
\[
J=\frac{c_{\rm Si}}{\beta}\,\frac{x_0-x_e}{1/k+h/D}.
\]
This is the form of two resistances in series: \(1/k\) for the reaction, which stays fixed, and \(h/D\) for transport, which grows with the layer.

**Q.** A flux is not a speed. How do you get the motion of the front?

**A.** By counting atoms. In a time \(dt\) the front consumes \(c_{\rm Si}\,ds\) of silicon per area, and each Si atom takes up \(x_i\) lithium atoms:
\[
J=c_{\rm Si}\,x_i\,\frac{ds}{dt}.
\]
To leading order in \(S\), \(x_i\) may be replaced by \(x_e\). With \(ds/dt=\beta^{-1}dh/dt\), the factor \(c_{\rm Si}/\beta\) appears on both sides and cancels:
\[
x_e\frac{dh}{dt}=\frac{x_0-x_e}{1/k+h/D}
\quad\Longrightarrow\quad
\frac{dh}{dt}=\frac{kS}{1+h/h^*},\qquad h^*=\frac{D}{k}.
\]
At \(h=h^*\) the two resistances are equal, half of the driving force is left at the front, and the speed is half its initial value. This is the crossover thickness. It is a thickness of the swollen layer; the silicon consumed by then is \(h^*/\beta\).

**Q.** And the growth law in time?

**A.** Separate the variables and integrate from \(h=0\) at \(t=0\):
\[
\int_0^h\left(1+\frac{h'}{h^*}\right)dh'=kSt
\quad\Longrightarrow\quad
h+\frac{h^2}{2h^*}=kSt .
\]
Multiplying by \(2h^*\) and using \(kh^*=D\),
\[
h^2+2h^*h=2DSt .
\]
Adding \(h^{*2}\) completes the square, and the positive root is
\[
h=\sqrt{h^{*2}+2DSt}-h^* .
\]
For \(h\ll h^*\) the linear term dominates and \(h\approx kSt\): the reaction sets the pace and \(D\) drops out. For \(h\gg h^*\) the quadratic term dominates and \(h\approx\sqrt{2DSt}\): transport sets the pace and \(k\) drops out. The crossover thickness is reached at
\[
t^*=\frac{h^{*2}+2h^{*2}}{2DS}=\frac{3D}{2k^2S}.
\]
To leading order in \(S\), the driving force changes the time of the crossover but not its thickness.

**Q.** I would have drawn the two limiting laws on a logarithmic plot and called their intersection the crossover. Is that the same point?

**A.** No. Setting \(kSt=\sqrt{2DSt}\) and squaring gives \(t_\times=2D/(k^2S)\), which is later than \(t^*\) by the factor \(4/3\). Both limiting laws give \(2h^*\) there. The full law has \(2DSt_\times=4D^2/k^2=4h^{*2}\), so the true thickness is
\[
h(t_\times)=(\sqrt5-1)\,h^*\approx1.24\,h^* .
\]
Either point can serve as a marker, but reading the thickness \(2h^*\) at the intersection as the point of equal resistances overstates it by a factor of two.

**Q.** How sharp is the change? Could I see it as a kink?

**A.** Look at the local exponent \(n=d\ln h/d\ln t\). Since \(t\) is proportional to \(h^2+2h^*h\),
\[
\frac{1}{n}=\frac{h}{t}\frac{dt}{dh}
=\frac{h(2h+2h^*)}{h^2+2h^*h}
=\frac{2(h+h^*)}{h+2h^*}.
\]
Inverting, and writing \(h+2h^*=(h+h^*)+h^*\),
\[
n=\frac12\left(1+\frac{h^*}{h+h^*}\right)=\frac{1+\theta_i}{2}.
\]
The exponent is \(3/4\) at \(h^*\). It equals 0.95 when \(\theta_i=0.9\), that is at \(h^*/9\), and 0.55 when \(\theta_i=0.1\), at \(9h^*\). Between these values the thickness grows by a factor of 81, so there is no kink. A power law fitted over a short range can return any exponent between 1/2 and 1.

A better plot follows from dividing the growth law by \(2DSh\):
\[
\frac{t}{h}=\frac{1}{kS}+\frac{h}{2DS}.
\]
Against \(h\) this is a straight line, and its intercept divided by its slope is \(2D/k=2h^*\). To leading order, the crossover thickness can thus be found without knowing the value of \(S\). The first-order terms derived below raise the intercept more than the slope, so such a fit overestimates \(h^*\) by a relative amount of order \(S\). For the example below, with \(S=0.1\) and data from 20 to 300 nm, the overestimate is about 8 %.

**Q.** Give me numbers, and say where they come from.

**A.** They are round model parameters, not measured properties of a particular film: \(D=100\ \mathrm{nm^2/s}\), \(k=1\ \mathrm{nm/s}\), \(x_e=2.5\), \(x_0=2.75\), \(\beta=3\), \(c_{\rm Si}=0.08\ \mathrm{mol/cm^3}\), and a silicon film of initial thickness \(L=100\ \mathrm{nm}\). Then \(S=0.25/2.5=0.1\), and
\[
h^*=\frac{100}{1}\ \mathrm{nm}=100\ \mathrm{nm},\qquad
t^*=\frac{3\times100}{2\times1^2\times0.1}\ \mathrm{s}=1500\ \mathrm{s},
\]
or 25 minutes. The silicon consumed by then is \(100/3=33\) nm. To leading order, the layer first grows at \(kS=0.1\) nm/s, and at the crossover at 0.05 nm/s. The limiting laws intersect at 2000 s, when the layer is 124 nm thick.

The current density is \(i=FJ=Fc_{\rm Si}x_e\,ds/dt\), with \(F\) the Faraday constant. At the start \(ds/dt=0.1/3=0.0333\) nm/s, or \(3.33\times10^{-9}\) cm/s, so
\[
i=F\times0.08\times2.5\times3.33\times10^{-9}\ \mathrm{mol\,cm^{-2}\,s^{-1}}
=64\ \mathrm{\mu A/cm^2}.
\]
It halves to \(32\ \mathrm{\mu A/cm^2}\) at the crossover.

**Q.** A film 100 nm thick does not last for ever. Does it reach the diffusion-limited regime?

**A.** It passes the crossover but does not get far into the parabolic regime. Fully converted, it is \(\beta L=300\) nm thick, which is \(3h^*\). The time needed is
\[
t=\frac1S\left(\frac{h^2}{2D}+\frac hk\right)
=\frac{450+300}{0.1}\ \mathrm{s}=7500\ \mathrm{s},
\]
about 2.1 hours. At the end diffusion carries \(300/(300+100)=75\) % of the resistance, the current has fallen to a quarter of its initial value, \(16\ \mathrm{\mu A/cm^2}\), and the exponent is \((1+0.25)/2=0.625\), still well above 1/2.

In general the crossover occurs within the film if \(\beta L>D/k\). With these parameters a film thinner than 33 nm would be used up before reaching it.

**Q.** Suppose I see linear growth. Have I shown that the reaction at the inner front is slow?

**A.** Not by that alone. Let exchange at the outer face be slow too, so that the composition just inside it is \(x_s<x_0\) and
\[
J=\frac{c_{\rm Si}}{\beta}\,k_s(x_0-x_s).
\]
The same flux crosses the surface, the layer and the front. Each step uses up part of the driving force:
\[
x_0-x_s=\frac{\beta J}{c_{\rm Si}}\frac1{k_s},\qquad
x_s-x_i=\frac{\beta J}{c_{\rm Si}}\frac hD,\qquad
x_i-x_e=\frac{\beta J}{c_{\rm Si}}\frac1k .
\]
Adding the three removes \(x_s\) and \(x_i\):
\[
J=\frac{c_{\rm Si}}{\beta}\,\frac{x_0-x_e}{1/k_s+h/D+1/k},
\qquad
h^*=D\left(\frac1k+\frac1{k_s}\right).
\]
To leading order, thickness data at one potential contain only the sum \(1/k+1/k_s\), so they cannot tell a slow surface from a slow front.

The effect can be large. For \(k=k_s=2\) nm/s, \(D=100\ \mathrm{nm^2/s}\) and \(S=0.01\), a layer of 100 nm takes \((50+50+50)/0.01=15\,000\) s. Leaving out the surface term would give 10 000 s.

**Q.** What if I charge at constant current instead?

**A.** Then the crossover in speed disappears. The atom count gives \(ds/dt=i/(Fc_{\rm Si}x_e)\) to leading order, which is constant whatever the resistances are. The change shows up in the compositions instead. Dividing the last two drops above,
\[
\frac{x_s-x_i}{x_i-x_e}=\frac{kh}{D}.
\]
The drop across the layer overtakes the drop at the front when \(h=D/k\), while the front keeps its speed to leading order. This requires both drops to stay small compared with \(x_e\). At the \(64\ \mathrm{\mu A/cm^2}\) of the example the drop at the front is about \(0.1\,x_e\) and the drop across the layer reaches about \(0.1\,x_e\) at \(h^*\), where the front already runs roughly 15 % below the leading-order speed. The drop across the layer grows with \(h\), and once it is no longer small, lithium stored in the layer noticeably slows the front.

**Q.** Return to the lithium stored in the layer. You called it small, but \(S=0.1\) is not very small. How wrong is the growth law?

**A.** The next order in \(S\) can be worked out. I return to fast surface exchange and to \(h^*=D/k\). Write \(x=x_e(1+S\theta)\), so that \(\theta\) is 1 at the outer face and \(\theta_i\) at the front. Now keep \(x_i=x_e(1+S\theta_i)\) in the atom count:
\[
(1+S\theta_i)\frac{dh}{dt}=kS\theta_i
\quad\Longrightarrow\quad
\frac{dt}{dh}=\frac{1}{kS\theta_i}+\frac1k .
\]
Within the model this makes no use of small \(S\). What remains is \(\theta_i\), which must come from time-dependent diffusion,
\[
\frac{\partial\theta}{\partial t}=D\frac{\partial^2\theta}{\partial y^2},\qquad
\theta(0)=1,\qquad
-D\left.\frac{\partial\theta}{\partial y}\right|_{h}=k\theta_i .
\]
With \(a=h+h^*\), the leading profile is \(\theta^{(0)}=1-y/a\), and \(dh/dt\approx DS/a\). As the layer grows, this profile changes at the rate
\[
\frac{\partial\theta^{(0)}}{\partial t}=\frac{y}{a^2}\frac{dh}{dt}=\frac{DSy}{a^3}.
\]
Set \(\theta=\theta^{(0)}+S\theta^{(1)}\). At first order in \(S\) the diffusion equation becomes \(\partial^2\theta^{(1)}/\partial y^2=y/a^3\). Since \(\theta^{(1)}\) vanishes at \(y=0\),
\[
\theta^{(1)}=\frac{y^3}{6a^3}+Cy .
\]
The front condition reads \(\theta^{(1)}+h^*\partial\theta^{(1)}/\partial y=0\) at \(y=h\), which fixes
\[
C=-\frac{h^3+3h^*h^2}{6a^4}.
\]
Therefore
\[
\theta^{(1)}(h)=\frac{h^3(h+h^*)-h^4-3h^*h^3}{6a^4}=-\frac{h^*h^3}{3a^4}.
\]
Less lithium reaches the front because some is filling the layer. Relative to \(\theta^{(0)}(h)=h^*/a\) the reduction is \(Sh^3/(3a^3)\), so \(1/\theta_i\approx(a/h^*)[1+Sh^3/(3a^3)]\) and
\[
\frac{dt}{dh}=\frac{a}{DS}+\frac1k+\frac{h^3}{3Da^2}.
\]

**Q.** Can that be integrated, and what does it do to your 1500 s?

**A.** Yes. With \(h=a-h^*\),
\[
\frac{h^3}{a^2}=a-3h^*+\frac{3h^{*2}}{a}-\frac{h^{*3}}{a^2}.
\]
Integrating over \(a\) from \(h^*\) to \(h^*+h\) gives
\[
I(h)=\frac{h^2}{2}-2h^*h+3h^{*2}\ln\!\left(1+\frac h{h^*}\right)-\frac{h^{*2}h}{h+h^*},
\]
\[
t=\frac1S\left(\frac{h^2}{2D}+\frac hk\right)+\frac hk+\frac{I(h)}{3D}.
\]
At \(h=h^*=100\) nm the added terms are \(100\) s and \(2.6\) s, so the crossover thickness is reached at 1603 s, not 1500 s. I also solved the full moving-boundary problem numerically, with finite differences in depth and an implicit integrator in time, starting from a layer 0.001 nm thick. For \(S=0.1\) the times in seconds are:

| \(h\) (nm) | leading order | with correction | numerical |
|---|---|---|---|
| 20 | 220 | 240 | 240 |
| 100 | 1500 | 1603 | 1602 |
| 300 | 7500 | 7864 | 7861 |

At \(h^*\) the numerical time exceeds the leading-order time by 6.8 % for \(S=0.1\), 3.4 % for 0.05 and 1.7 % for 0.025, in proportion to \(S\) as a first-order correction should be.

**Q.** Why is the relative error larger for the thin layer, where diffusion hardly matters?

**A.** Because there the error comes from the atom count. In a thin layer the front sits near \(x_0\), so each Si atom takes up nearly \(x_0\) lithium atoms, not \(x_e\). The added \(h/k\), compared with \(h/(kS)\), is a relative increase of \(S\). In a thick layer the front sits near \(x_e\), and what remains is the filling of the layer. There \(I\approx h^2/2\), and \(h^2/(6D)\) compared with \(h^2/(2DS)\) is an increase of \(S/3\).

The thick limit can also be solved without expanding in \(S\). For an infinitely fast reaction \(\theta_i=0\), and the diffusion equation is satisfied by
\[
\theta=1-\frac{\operatorname{erf}\!\big(y/2\sqrt{Dt}\big)}{\operatorname{erf}\lambda},\qquad h=2\lambda\sqrt{Dt}.
\]
The atom count, now \(dh/dt=-DS\,\partial\theta/\partial y\) at the front, becomes
\[
\lambda\sqrt{\frac Dt}=\frac{DS}{\operatorname{erf}\lambda}\,\frac{e^{-\lambda^2}}{\sqrt{\pi Dt}}
\quad\Longrightarrow\quad
\sqrt\pi\,\lambda\,e^{\lambda^2}\operatorname{erf}\lambda=S .
\]
For small \(\lambda\) the left side is \(2\lambda^2(1+2\lambda^2/3)\), so \(2\lambda^2\approx S(1-S/3)\) and \(h^2=4\lambda^2Dt\approx2DSt(1-S/3)\). For \(S=0.1\) the numerical root is \(\lambda=0.220\), which makes \(h^2\) at a given time 0.968 of the leading-order value; the estimate \(1-S/3\) gives 0.967.

**Q.** So with the correction I may trust the time to a fraction of a percent?

**A.** For the model, at these parameters, yes. For a real film, no. I held \(\beta\) constant, although the composition varies across the layer. If \(\beta-1\) is proportional to \(x\), then between \(x_e\) and \(x_0\) the swelling ratio changes, relative to its value at \(x_e\), by
\[
\frac{(\beta-1)S}{\beta}=\frac{2\times0.1}{3}\approx6.7\ \%.
\]
This is of the same order in \(S\) as the correction just derived. It changes the amount of silicon consumed at a given layer thickness. Its effect on \(h(t)\) depends on the rate law: if the factor \(1/\beta\) in both fluxes follows the local composition, the first-order changes cancel, but if the prefactor of the reaction flux stays fixed, they do not. A \(D\) that varies smoothly with composition also enters at first order, since it changes by a relative amount of order \(S\) between \(x_e\) and \(x_0\). A \(D\) that varies strongly over this range, a nonlinear rate law or stress that builds up as the layer thickens can change the form of the law itself. In particular, if anything lowers \(k\) as \(h\) grows, the front decelerates without any diffusion limit. Stress can do this at the curved fronts of particles and wires. In a flat film on a rigid substrate the through-thickness stress vanishes and the in-plane stress is set locally, so thickening alone does not raise the stress at the front. A falling speed is therefore consistent with the crossover at \(D/k\), but does not by itself establish it.

Numerical values quoted here were computed with a short program.
